# Strang splitting for hydrogen diffusion with saturable traps

## The decision: how long may a time step be?

A calculation of hydrogen redistribution during an anneal needs a time step, and a choice between advancing diffusion and trapping together or in turn. In the example below, 30 split steps of 10 s give a smaller density error than 240 coupled backward Euler steps of 1.25 s. When the trapping rates are made ten thousand times larger, the advantage disappears: at equal step the split method has about twice the backward Euler error. Total hydrogen is conserved in both cases, so the hydrogen balance cannot warn of the change. The first thing to check is the ratio of the step to the trapping time; halving the step then shows the order actually reached.

## Equations and balance

Let $c(x,t)$ be the density of mobile hydrogen, $n(x,t)$ that of trapped hydrogen, and $N$ the uniform density of traps, each holding at most one hydrogen. In a film $0<x<L$,

$$c_t=Dc_{xx}-r,\qquad n_t=r,\qquad r=kc(N-n)-\nu n .$$

Here $D$ is the diffusivity, $k$ the capture coefficient and $\nu$ the release rate. All three are constant, there is one trap level, and hydrogen neither pairs nor drifts in a field. The faces are sealed: $c_x=0$ at $x=0$ and $x=L$. Adding the equations removes $r$, and integration gives

$$\frac{d}{dt}\int_0^L(c+n)\,dx=D[c_x]_0^L=0 .$$

Divide the film into $M$ cells of width $h$. The flux between neighbours is $-D(c_{i+1}-c_i)/h$, and the outer fluxes vanish. Diffusion becomes $\dot c=D\mathcal Lc$, where an interior row of $\mathcal L$ is $(1,-2,1)/h^2$ and the end rows have diagonal $-1/h^2$. What leaves one cell enters the next, so every column of $\mathcal L$ sums to zero and $h\sum_i(c_i+n_i)$ is conserved.

## The two exact sub-flows

**Diffusion.** Try $v_i=\cos[\theta(i+\tfrac12)]$ with $\theta=\pi j/M$ and $i=0,\dots,M-1$. Since $v_{i+1}+v_{i-1}=2v_i\cos\theta$,

$$(\mathcal Lv)_i=\frac{2(\cos\theta-1)}{h^2}v_i=-\frac{4}{h^2}\sin^2\!\frac{\pi j}{2M}\,v_i .$$

The end rows agree, because the cosine continued past a wall satisfies $v_{-1}=v_0$ and $v_M=v_{M-1}$. A cosine transform therefore solves the diffusion step: each coefficient is multiplied by $\exp[-(4D\tau/h^2)\sin^2(\pi j/2M)]$. The $j=0$ coefficient, which carries the total, is unchanged.

The step also keeps $c\ge0$. With $\alpha=2D/h^2$, the matrix $D\mathcal L+\alpha I$ has no negative entry, so neither has
$e^{\tau D\mathcal L}=e^{-\alpha\tau}e^{\tau(D\mathcal L+\alpha I)}$.

**Trapping.** Within a cell $s=c+n$ is now fixed. Put $c=s-n$ and $K=\nu/k$:

$$\dot n=k[(s-n)(N-n)-Kn]=k[n^2-(s+N+K)n+sN].$$

The roots $n_\pm$ have sum $s+N+K$ and product $sN$. Their separation $\Delta=n_+-n_-$ obeys

$$\Delta^2=(s+N+K)^2-4sN=(s+K-N)^2+4KN .$$

The last form is a sum of non-negative terms, so the roots are real. To avoid subtracting nearly equal numbers when $s$ is small, obtain the lower root from the product:

$$n_-=\frac{sN}{n_+}=\frac{2sN}{s+N+K+\Delta}.$$

Let $u=n-n_-$. Then $\dot u=ku(u-\Delta)$, and

$$\frac{d}{dt}\ln\frac{u}{\Delta-u}=\frac{\dot u}{u}+\frac{\dot u}{\Delta-u}=k(u-\Delta)-ku=-k\Delta .$$

With $E=e^{-k\Delta t}$ this means $u/(\Delta-u)=Eu_0/(\Delta-u_0)$. Solving for $u$ gives

$$u(t)=\frac{u_0\Delta E}{\Delta-u_0(1-E)},\qquad n=n_-+u,\qquad c=s-n .$$

The final subtraction enforces the balance. The bounds hold too: $\dot n=ksN\ge0$ at $n=0$, while $\dot n=-\nu n\le0$ at $n=s$ and at $n=N$. Hence $0\le n\le\min(s,N)$ is preserved.

Solving the two densities separately, each with its partner frozen, breaks this. Let $a=k(N-n_0)$, $b=kc_0+\nu$ and let $r_0$ be the initial value of $r$. The separate exponentials change the sum by

$$r_0\left[\frac{1-e^{-bt}}b-\frac{1-e^{-at}}a\right]=\frac{r_0t^2}{2}(a-b)+O(t^3),$$

which is in general not zero. In the example, with 5 s steps, this variant loses 0.92 percent of the hydrogen in 300 s.

## The split step and its stability

Let $R(t)$ and $\mathcal D(t)$ be the trapping and diffusion flows. One Strang step is

$$\mathcal S(\tau)=R(\tau/2)\,\mathcal D(\tau)\,R(\tau/2).$$

Each factor preserves the discrete total and the bounds, so their composition does so for any $\tau$, apart from rounding.

There is a stronger property. The derivative $P$ of the trapping flow with respect to its initial state $(c,n)$ obeys $\dot P=JP$, $P(0)=I$, with

$$J=\begin{pmatrix}-k(N-n)&kc+\nu\\ k(N-n)&-kc-\nu\end{pmatrix}.$$

The off-diagonal entries are non-negative. Adding a large enough multiple of $I$ to $J$ makes all entries non-negative and merely multiplies $P$ by a positive exponential, so $P\ge0$. The columns of $J$ sum to zero, so those of $P$ keep their initial sum, one. For two admissible states $y$ and $z$, integrate along the straight line between them, which stays admissible:

$$\|R(y)-R(z)\|_1\le\int_0^1\|P(\xi)(y-z)\|_1\,d\xi\le\|y-z\|_1 .$$

Diffusion has the same two matrix properties. A Strang step therefore never increases the sum of absolute differences between two states. This was tested on rough random states with single steps of 1, 30 and 300 s; the bounds, the total and the contraction all held to rounding.

## Why the symmetric step is second order

Write the full system as $\dot y=F(y)+G(y)$, with $F$ for diffusion and $G$ for trapping; primes denote derivative matrices, evaluated at the start of the step. The true solution is

$$y+\tau(F+G)+\frac{\tau^2}{2}(F'+G')(F+G)+O(\tau^3).$$

The first trapping half-step gives $y_1=y+\frac\tau2G+\frac{\tau^2}8G'G$. Diffusion then gives

$$y_2=y_1+\tau F+\frac{\tau^2}{2}F'G+\frac{\tau^2}{2}F'F,$$

where the $F'G$ term comes from evaluating $F$ at $y_1$. The last half-step adds

$$\frac\tau2\left[G+G'\left(\frac\tau2G+\tau F\right)\right]+\frac{\tau^2}{8}G'G .$$

The coefficient of $\tau^2G'G$ is $\frac18+\frac14+\frac18=\frac12$, and those of $F'F$, $F'G$ and $G'F$ are also $\frac12$. All terms match through $\tau^2$, so the local error is $O(\tau^3)$. The unsymmetric Lie step, trapping then diffusion, instead contains $\tau^2F'G$ and no $G'F$. Its local error begins with $\frac{\tau^2}{2}(F'G-G'F)$.

Let $e_m$ be the $L^1$ distance from the true solution after $m$ steps. Contraction carries the old error forward without growth, and the new step adds at most $C\tau^3$:

$$e_{m+1}\le e_m+C\tau^3\quad\Rightarrow\quad e_m\le CT\tau^2,\qquad T=m\tau .$$

On a fixed grid $C$ is finite. For it to stay bounded as $h\to0$, the profile must be smooth and compatible with the sealed walls. An initial jump needs a separate convergence study. $C$ also contains the trapping rates, which leads to the second limit.

## When trapping is faster than the step

Near equilibrium $\dot u\approx-k\Delta u$, so a cell relaxes in a time $1/(k\Delta)$. Suppose this is far shorter than $\tau$. Then $r=0$ at the start of each diffusion step, and $n=Nc/(K+c)$. The equilibrium mobile density $C(S)$ at total density $S$ satisfies

$$S=C+\frac{NC}{K+C},\qquad C'=\frac{dC}{dS}=\frac{1}{1+NK/(K+C)^2}.$$

The true relaxed equation is $\dot S=D\mathcal LC(S)$. Differentiating once more gives

$$S(\tau)=S+\tau D\mathcal LC+\frac{\tau^2}{2}D\mathcal L\,[C'D\mathcal LC]+O(\tau^3).$$

In the split step the trapped density is frozen while the mobile density diffuses, and the closing trapping step leaves $S$ alone:

$$S_{\rm split}=S+\tau D\mathcal LC+\frac{\tau^2}{2}D\mathcal L\,[D\mathcal LC]+O(\tau^3).$$

The difference is

$$S_{\rm split}-S(\tau)=\frac{\tau^2}{2}D\mathcal L\left[(1-C')D\mathcal LC\right]+O(\tau^3).$$

A local error of order $\tau^2$, accumulated over $T/\tau$ steps, gives a global error of order $\tau$. Physically, hydrogen that arrives in a cell during the diffusion step moves on as if the traps there could not take it up until the step ends.

Two limits show where this matters. If $C\gg K$ and $C^2\gg NK$, the traps are nearly full, $C'\to1$, and the leading defect vanishes. If $C\ll K$, then $C'\to1/(1+N/K)$: the relaxed equation is diffusion with the reduced coefficient $D/(1+N/K)$, and strong trapping makes $1-C'$ close to one.

The formula was tested on the example's initial profile, first brought to equilibrium, with both rates multiplied by $10^5$ and a single step of 0.2 s. The largest deviation was 6.3 percent of the largest predicted defect. Higher powers of $\tau$ are a plausible source of the remainder, but were not isolated.

## The fully implicit comparisons

The reference solves the same cell equations without splitting, by the three-stage Radau IIA method. Each stage value satisfies $Y_i=y+\tau\sum_ja_{ij}f(Y_j)$, where $f=F+G$ and the $a_{ij}$ are the method's coefficients, so all stages are coupled. Since the components of $f$ sum to zero, this method also conserves the total when its algebraic equations are solved. Its step is adaptive, with relative tolerance $10^{-9}$ and absolute tolerance $10^{-12}\ \mathrm{nm^{-3}}$.

Backward Euler is a simpler implicit comparison at fixed step. Let $v$ and $n'$ be the new mobile and trapped densities; here the prime marks the new time. The trapped equation is linear in $n'$:

$$n'=\frac{n+\tau kNv}{q},\qquad q=1+\tau(kv+\nu).$$

Inserting it into the balance leaves one equation per cell,

$$\mathcal R(v)=v-\tau D\mathcal Lv+n'(v)-n-c=0,\qquad \frac{dn'}{dv}=\frac{\tau k(N-n')}{q}\ge0 .$$

A further derivative is $-2\tau k(dn'/dv)/q\le0$, so $\mathcal R$ is concave. Its derivative matrix has non-positive off-diagonal entries and column sums of at least one, hence a non-negative inverse. Start Newton's method at $v=0$, where $\mathcal R=n/(1+\tau\nu)-n-c\le0$. The correction is non-negative, and concavity keeps $\mathcal R\le0$ afterwards. Summing $\mathcal R\le0$ over cells bounds $\sum v$ by the old total, so the iterates rise to a solution without passing through negative densities.

## A hydrogen-loaded transistor channel

Take a 60 nm amorphous-oxide channel at 523 K, loaded from one face with $c=c_0e^{-(x/w)^2}$, $c_0=1.5\times10^{20}\ \mathrm{cm^{-3}}=0.15\ \mathrm{nm^{-3}}$ and $w=15$ nm. The traps are empty at first, with $N=5\times10^{19}\ \mathrm{cm^{-3}}=0.05\ \mathrm{nm^{-3}}$. The dose is $c_0w\sqrt\pi/2=1.994\ \mathrm{nm^{-2}}$, or $1.994\times10^{14}\ \mathrm{cm^{-2}}$.

The rates use hop length $a=0.3$ nm, attempt frequency $f=10^{13}\ \mathrm{s^{-1}}$, migration barrier $E_m=1.15$ eV, extra capture barrier $E_c=0.10$ eV and binding energy $E_b=0.35$ eV:

$$D=\frac{a^2f}{6}e^{-E_m/k_BT},\quad k=4\pi aDe^{-E_c/k_BT},\quad \nu=fe^{-(E_m+E_c+E_b)/k_BT}.$$

The first equates the mean square displacement of random hops to $6Dt$. The second is the steady diffusive flux to a sphere of radius $a$, reduced by an assumed barrier factor. In $K=\nu/k=(3/2\pi a^3)e^{-E_b/k_BT}$ both kinetic barriers cancel. The values are $D=1.243\ \mathrm{nm^2/s}$ $(1.243\times10^{-14}\ \mathrm{cm^2/s})$, $k=0.5094\ \mathrm{nm^3/s}$, $\nu=0.00382\ \mathrm{s^{-1}}$ and $K=0.00750\ \mathrm{nm^{-3}}$.

For the trapping half of a 10 s step at $s=0.15\ \mathrm{nm^{-3}}$, with $n_0=0$,

$$\Delta=\sqrt{0.107497^2+4(0.007497)(0.05)}=0.114258\ \mathrm{nm^{-3}},$$

$n_-=0.046619\ \mathrm{nm^{-3}}$ and $E=0.747502$. Thus

$$n=0.046619-\frac{0.046619(0.114258)(0.747502)}{0.114258+0.046619(0.252498)}=0.01503\ \mathrm{nm^{-3}},$$

and $c=0.13497\ \mathrm{nm^{-3}}$.

After 300 s, 65.5 percent of the hydrogen is trapped and the mean depth of all hydrogen has moved from 8.5 to 17.5 nm. Trap occupancy is 0.80 in the first cell and 0.03 in the last, so the final profile spans mostly full to nearly empty traps.

## Reading the errors

The table gives the largest error in either density at 300 s, relative to $N$, on the same 120 cells and against the Radau solution.

| Step (s) | Strang | Lie | Backward Euler |
|---:|---:|---:|---:|
| 20 | 2.15e-3 | 1.67e-2 | 1.25e-2 |
| 10 | 5.54e-4 | 8.23e-3 | 5.96e-3 |
| 5 | 1.40e-4 | 4.10e-3 | 2.91e-3 |
| 2.5 | 3.50e-5 | 2.04e-3 | 1.43e-3 |
| 1.25 | 8.77e-6 | 1.02e-3 | 7.10e-4 |

The last two rows give orders 2.00, 1.00 and 1.01. At 10 s the Strang error is $5.54\times10^{-4}N=2.8\times10^{16}\ \mathrm{cm^{-3}}$. This compares numbers of steps; computing times were not measured.

The separation $\Delta$ is smallest at $s=N-K$, where $\Delta=2\sqrt{KN}=0.0387\ \mathrm{nm^{-3}}$ and the relaxation time is about 51 s. At $s=0.15\ \mathrm{nm^{-3}}$ it is about 17 s. Steps of 10 s or less therefore resolve trapping at these densities.

Refining from 120 to 240 cells changes the densities by at most $3.4\times10^{-5}N$. For second-order spatial error this difference is three quarters of the coarser error, which is then about $4.5\times10^{-5}N$. The Strang time error is comparable with this at 2.5 s and about a fifth of it at 1.25 s. On this grid still shorter steps therefore improve agreement with the cell equations but hardly with the continuous film.

The relative drift in total hydrogen is $4\times10^{-14}$ for Strang and $2\times10^{-15}$ for backward Euler at 1.25 s. The method with the smaller drift has the larger density error, by a factor of 81. Conservation checks the balance, not the profile.

With $k$ and $\nu$ both multiplied by $10^4$, the Strang errors are $3.55\times10^{-3}N$ at 2.5 s and $1.75\times10^{-3}N$ at 1.25 s, an order of 1.02. Backward Euler at 1.25 s has $9.1\times10^{-4}N$. Step halving exposes this regime without a reference: successive changes in the profile shrink by about two instead of four. A coupled higher-order implicit method is then a sound choice, provided it strongly damps components much faster than the step (an L-stable method, such as Radau IIA or the two-step backward difference formula). The trapezoidal rule, though coupled, implicit and second order, lacks this damping: at these rates, for a single cell with $s=0.15\ \mathrm{nm^{-3}}$ and empty traps, its 1.25 s step leads to a quadratic for the new mobile density that has no real root.

## What the model leaves out

The parameters are round values chosen for illustration, not data for a particular compound; 60 nm is rather thick, and 300 s is short beside anneals of about an hour. The largest omission sized here is the electric field of charged hydrogen. Suppose that all mobile hydrogen is ionised donors, that traps are neutral whether empty or filled, and that electrons balance the donor charge locally, with no other carriers. Electrons in equilibrium would then set up a field that multiplies $D$ by $1+d\eta/d\ln c$, where $\eta$ is the electron Fermi level measured from the band edge, divided by $k_BT$. With $k$ and $\nu$ unchanged, a parabolic band of mass $0.3m_e$ gives a factor of 6.2 at the initial peak and a final mean depth of 22.9 instead of 17.5 nm. This sizes only the effect on transport: an ion captured as neutral hydrogen also takes up an electron, so $K$ should depend on the Fermi level too. Constant $D$ suits neutral mobile hydrogen, or ions much scarcer than the electrons of a non-degenerate background. In a strongly degenerate band a background of carriers helps only slowly: at fixed $c$, the excess of the factor over one falls as the inverse cube root of the electron density. Without the field, a temperature 10 K higher gives a mean depth of 20.2 nm. Real faces may leak: a surface transfer coefficient of $1.37\times10^{-3}$ nm/s at the loaded face alone removes 0.98 percent of the dose in 300 s. A spread of trap energies was not sized.

The continuum description is tolerable but not refined: the mean trap spacing is 2.7 nm and the capture length $\sqrt{D/(kN)}$ is 7.0 nm. At one site per $a^3$, the initial peak fills 0.4 percent of the sites. On cooling to 350 K the mean release time becomes about 350 years in this model, yet hydrogen that escaped capture would diffuse 16 nm in a year. Hydrogen already trapped is then nearly fixed, while the mobile part still spreads and is gradually captured by empty traps. The full set of values is in the numerical output.

## Computed results

```
Film 60 nm, cells 120, cell width 0.50 nm
Anneal temperature 523 K, time 300 s
Hop length 0.30 nm, attempt frequency 1.0e+13 1/s
Barriers: move 1.15, capture 0.10, binding 0.35 eV
Initial mobile peak 1.500e+20 cm^-3, Gaussian width 15.0 nm
Trap density N 5.000e+19 cm^-3 = 0.0500 nm^-3
Diffusivity D 1.24268 nm^2/s = 1.2427e-14 cm^2/s
Capture coefficient k 0.50941 nm^3/s
Release rate nu 0.003819 1/s
K = nu/k 0.007497 nm^-3 = 7.4968e+18 cm^-3
Cell example s=0.15: low root 0.046619, gap 0.114258 nm^-3
Cell example, exp(-k gap t) after 5 s: 0.747502
Cell example after 5 s: mobile 0.134974, trapped 0.015026 nm^-3
Total dose 1.994011 nm^-2 = 1.9940e+14 cm^-2
Final mobile dose 0.68852 nm^-2
Final trapped dose 1.30549 nm^-2
Final trapped share 65.47 percent
Mean depth: initial 8.464, final 17.469 nm
Trap occupancy, first cell 0.8012, last cell 0.0278
Maximum density error divided by N (dimensionless):
step 20.00 s: Strang 2.147e-03, Lie 1.667e-02, Euler 1.246e-02
step 10.00 s: Strang 5.540e-04, Lie 8.227e-03, Euler 5.962e-03
step  5.00 s: Strang 1.398e-04, Lie 4.095e-03, Euler 2.905e-03
step  2.50 s: Strang 3.504e-05, Lie 2.044e-03, Euler 1.431e-03
step  1.25 s: Strang 8.767e-06, Lie 1.021e-03, Euler 7.100e-04
Observed orders: Strang 1.999, Lie 1.001, Euler 1.012
Extrapolated Strang minus reference, divided by N: 8.62e-09
Relative total drift: Strang 3.9e-14, Radau 4.4e-16
Relative total drift: backward Euler 1.6e-15
Frozen-partner total drift at 5 s step: -0.916 percent
Grid changes/N: 60-120 cells 1.35e-04, 120-240 3.38e-05
Observed spatial order 2.000
Fast trapping: both rates multiplied by 1e+04
Fast Strang error/N: 2.5 s 3.554e-03, 1.25 s 1.752e-03
Fast Strang order 1.020; Euler error/N at 1.25 s 9.081e-04
Fast one-step defect: relative mismatch with formula 0.0632
Donor-field test: electron mass 0.30 m_e
Donor-field diffusivity factor at initial peak 6.155
Mean depth with donor field 22.931 nm
Mean depth at 10 K higher temperature 20.216 nm
Surface transfer coefficient 1.3726e-03 nm/s gives loss 0.984 percent
Trap spacing 2.714 nm, capture length 6.985 nm
Initial peak site filling 0.405 percent
At 350 K: mean release time 346.9 years
At 350 K: free diffusion length in 1 year 16.16 nm
```
